# Transverse Grid Spacing for Counting Ballistic Modes in Hard-Wall Wires

## What the setting has to resolve

The number \(N\) of modes that a wire carries at Fermi wavenumber \(k\) is dimensionless. If the wavelength is short compared with the cross-section, most of the wave is unaware of the walls, and the average count should be a sum of local contributions. The interior can contribute per unit area, which requires a factor \(k^2\). A wall can contribute per unit length, which requires one factor \(k\). The curvature \(\kappa\) of the wall already has the dimension of inverse length, so it enters with a pure number. Hence

\[
\langle N\rangle=c_2k^2A+c_1kP+c_0\oint\kappa\,ds+\dots ,
\]

where \(A\) is the area and \(P\) the perimeter. For a smooth cross-section without holes \(\oint\kappa\,ds=2\pi\), whatever the shape, so the last term is a constant \(C\).

To compute the modes of a lead on a real-space grid, one has to choose a transverse grid spacing \(h\), a wall treatment and, for a smooth count, an averaging width. The expansion tells how small \(h\) must be: the grid error has to be small beside the term one wants to see.

The model is a uniform wire with impenetrable walls, a flat potential inside and one isotropic parabolic band of mass \(m\). \(N\) is counted per spin.

## From modes to conductance

The wavefunction is \(u_n(x,y)e^{iqz}\), with \(-\nabla^2u_n=k_n^2u_n\) and \(u_n=0\) on the wall. Its energy is

\[
E=\frac{\hbar^2}{2m}(k_n^2+q^2),
\]

so mode \(n\) is open when \(k_n<k\). Including spin, its right-moving states number \(2\,dq/2\pi\) per unit length and move at \(v=\hbar^{-1}dE/dq\). The current per unit energy is \(2ev(dq/dE)/2\pi=2e/h_{\rm P}\), with \(h_{\rm P}\) Planck's constant: the velocity cancels. If the contacts reflect nothing, a small bias \(V_b\) fills an energy window \(eV_b\), and

\[
G=\frac{2e^2}{h_{\rm P}}N .
\]

## The three coefficients

The coefficients follow from \(K(t)=\sum_n e^{-tk_n^2}\), the integral over the cross-section of the diffusion kernel \(\langle\mathbf r|e^{t\nabla^2}|\mathbf r\rangle\). At small \(t\) this kernel feels only nearby walls.

**Area and perimeter.** On a half-line \(x>0\) the condition \(u(0)=0\) is met by subtracting an image source at \(-x\):

\[
G_t(x,x)=\frac{1-e^{-x^2/t}}{\sqrt{4\pi t}} .
\]

Since \(\int_0^\infty e^{-x^2/t}dx=\sqrt{\pi t}/2\), the image part integrates to \(-1/4\). Motion along the wall supplies a factor \(1/\sqrt{4\pi t}\) per unit length. The interior and a flat wall therefore give

\[
\frac{A}{4\pi t}-\frac{P}{8\sqrt{\pi t}} .
\]

**Curvature.** Let \(x\) be the depth below the wall and \(s\) the length along it. The area element is \(g\,dx\,ds\) with \(g=1-\kappa x\), where \(\kappa>0\) on a convex wall. Writing \(u=\chi/\sqrt g\) makes the measure flat, and the operator becomes

\[
-\partial_x^2-\partial_s g^{-2}\partial_s+\dots\simeq-\partial_x^2+p^2+2\kappa x\,p^2,\qquad p=-i\partial_s .
\]

The omitted terms contain \(\kappa^2\) or derivatives of \(\kappa\). By dimension they give positive powers of \(t\) in \(K\), which vanish as \(t\to0\).

To first order the last term changes the kernel by \(-t\) times its average over the intermediate time \(\tau\). The \(p\) part is \(\int p^2e^{-tp^2}dp/2\pi=1/(4\sqrt\pi\,t^{3/2})\). The \(x\) part is

\[
D(x)=\frac1t\int_0^t\!d\tau\int_0^\infty\!dx'\,G_{t-\tau}(x,x')\,x'\,G_\tau(x',x).
\]

Far from the wall \(D=x/\sqrt{4\pi t}\). This gives \(-\kappa x/(4\pi t)\), which is the curvature part of the area element and is already contained in \(A/(4\pi t)\). What remains is

\[
I=\int_0^X\Big[D(x)-\frac{x}{\sqrt{4\pi t}}\Big]dx,
\]

with \(X\gg\sqrt t\).

If the cutoff were placed on \(x'\) instead of \(x\), the \(x\) integral would join the two kernels into \(G_t(x',x')\). The image part would then give

\[
-\int_0^\infty\frac{x'e^{-x'^2/t}}{\sqrt{4\pi t}}dx'=-\frac{t/2}{\sqrt{4\pi t}} .
\]

Moving the cutoff back to \(x\) adds pairs with \(x<X<x'\) and removes pairs with \(x'<X<x\). Together they contribute the separation \(d=|x'-x|\) times the kernel product. A pair of separation \(d\) can straddle \(X\) over a range \(d\) of positions, so the correction is half the second moment of \(d\). The product is a Gaussian in \(x'-x\) with total weight \(1/\sqrt{4\pi t}\) and variance \(2\tau(t-\tau)/t\), whose average over \(\tau\) is \(t/3\). The correction is \(+(t/6)/\sqrt{4\pi t}\), and

\[
I=-\frac{t/3}{\sqrt{4\pi t}} .
\]

Per unit length of wall the trace gains

\[
-2\kappa t\,\frac{1}{4\sqrt\pi\,t^{3/2}}\,I=\frac{\kappa}{12\pi},
\]

and \(\oint\kappa\,ds=2\pi\) gives \(C=1/6\).

**Corners.** A rectangle with sides \(a,b\) has a trace that is a product. Each side gives \(a/\sqrt{4\pi t}-1/2\), because it has two ends, up to exponentially small terms. The product contains \((-1/2)^2\), so \(C=1/4\). Other corners also add pure numbers, since a corner has no length of its own.

**Back to the count.** Put \(N=ak^2+bk+c\) and \(\varepsilon=k^2\). Then

\[
\int_0^\infty e^{-t\varepsilon}dN=\frac at+\frac{b\sqrt\pi}{2\sqrt t}+c .
\]

Matching powers gives \(a=A/4\pi\), \(b=-P/4\pi\) and \(c=C\).

## The averaging width

The true \(N(k)\) is a staircase. One dimension shows what the smooth law leaves out. On a segment of length \(a\) the count is the integer part of \(ka/\pi\), whose Fourier series is

\[
\frac{ka}{\pi}-\frac12+\sum_{j\ge1}\frac{\sin(2jka)}{\pi j} .
\]

The oscillations carry the lengths \(2ja\) of closed back-and-forth paths. In a cross-section, closed billiard paths of length \(\ell\) play this part. A Gaussian average over \(k\) with standard deviation \(w\) multiplies \(\sin k\ell\) by \(e^{-w^2\ell^2/2}\) and replaces \(k^2\) by \(k^2+w^2\). For \(k\gg w\),

\[
\boxed{\langle N\rangle\simeq\frac{A(k^2+w^2)}{4\pi}-\frac{Pk}{4\pi}+C}
\]

In practice each computed \(k_n\) contributes \(\Phi[(k-k_n)/w]\), where \(\Phi\) is the cumulative normal distribution. With \(\ell\) the shortest closed path, \(w\ell=3\) leaves about 1% of its oscillation. Levels are needed to several \(w\) above \(k\).

The small-\(t\) trace does not by itself prove that the remainder is small at a given \(k\). Known spectra show its size. For a disc of radius \(R\), whose \(k_nR\) are zeros of Bessel functions, \(w=0.8/R\) leaves a largest departure from the formula of about 0.008 modes for \(kR\) between 12 and 36. For a rectangle of sides \(3.0R\) and \(2.2R\) it is 0.002 modes.

## What the grid spacing does

At an interior node the operator is \([4u_0-\sum u_{\rm neighbours}]/h^2\). A plane wave then has

\[
k^2=\frac4{h^2}\Big(\sin^2\frac{q_xh}2+\sin^2\frac{q_yh}2\Big)\simeq q^2-\frac{h^2}{12}(q_x^4+q_y^4).
\]

The grid lowers the levels, so too many modes open. The direction average of \(\cos^4\phi+\sin^4\phi\) is \(3/4\), hence the allowed region reaches, on average, \(q^2=k^2+k^4h^2/16\). With \(A/(4\pi)\) modes per unit of \(q^2\), the excess is

\[
\Delta N_h\simeq\frac{Ak^4h^2}{64\pi}=\frac{Ak^2}{4\pi}\,\frac{(kh)^2}{16} .
\]

For a permitted excess \(\delta N\), choose

\[
h\lesssim\frac{1}{k^2}\sqrt{\frac{64\pi\,\delta N}{A}} .
\]

A fixed number of points per wavelength fixes the relative error of the area term, but the error in modes still grows as \(k^2\). Seeing the perimeter term requires \(\Delta N_h\ll Pk/4\pi\).

For the disc at \(kR=16.2\) and \(h=0.02R\), diagonalizing the sparse grid matrix gives a smoothed excess of 0.413 modes over the Bessel spectrum. The formula gives 0.431. It omits wall errors of the same order in \(h\); in this example the two numbers differ by 4%.

## What the wall treatment does

Suppose the wall cuts a grid link at distance \(\theta h\) from an inside node, with \(0<\theta\le1\). A straight line through \(u_0\) and the zero at the wall gives the missing neighbour the value \(-u_0(1-\theta)/\theta\). Inserted in the difference formula, it changes that link's diagonal part from \(1/h^2\) to

\[
\frac1{h^2}\Big(1+\frac{1-\theta}\theta\Big)=\frac1{\theta h^2} .
\]

The off-diagonal elements stay untouched, so the matrix remains symmetric. For the disc, halving \(h\) from \(0.04R\) to \(0.02R\) reduces the mean relative error of the 30 lowest \(k_n^2\) by a factor 3.98, as for an error proportional to \(h^2\).

Setting \(\theta=1\) everywhere puts each zero on the first outside node. If this moves the wall outward by \(\delta\) on average, the area grows by \(P\delta\) and

\[
\Delta N\simeq\frac{k^2P\delta}{4\pi},
\]

with \(\delta\) proportional to \(h\). For the same disc the extra count is 0.93 modes at \(h=0.02R\) and 1.90 at \(0.04R\), which corresponds to \(\delta\approx0.35h\). The error of a staircase wall is thus a fraction \(k\delta\) of the perimeter term, and it falls only in proportion to \(h\).

With cut links, two grids remove the leading error. If \(\lambda_h=\lambda+\beta h^2\), then \(\lambda_{2h}=\lambda+4\beta h^2\) and

\[
\lambda\simeq\frac{4\lambda_h-\lambda_{2h}}3 .
\]

Levels are paired by order, which presumes that close levels have not changed places appreciably. For the disc the two grids give a smoothed count of 57.847, against 57.842 from the Bessel zeros.

## Counting without eigenvalues

If only \(N\) at one energy is wanted, group the nodes by grid column. The matrix minus \(k^2\) has diagonal blocks \(D_j-k^2\) and blocks \(B_j\) joining column \(j-1\) to \(j\). Eliminating one column after another leaves

\[
S_1=D_1-k^2,\qquad S_j=D_j-k^2-B_j^{T}S_{j-1}^{-1}B_j .
\]

This elimination has the form \(T^{T}MT\) with \(T\) invertible. By Sylvester's law it preserves the number of negative eigenvalues, so \(N\) is the total number of negative eigenvalues of the \(S_j\). If some \(S_j\) is singular, shift \(k\) slightly. The smoothed count still needs the levels, or this count at many \(k\).

## A worked wire

Take \(m=0.05\,m_e\), Fermi energy \(E_F=20\) meV and the boundary

\[
r(\phi)=R\,(1+0.08\cos3\phi+0.06\sin2\phi),\qquad R=100\ \text{nm}.
\]

Then \(k=\sqrt{2mE_F}/\hbar=0.1620\) nm\(^{-1}\). Integration over \(\phi\) gives \(A=31573\) nm\(^2\) and \(P=639.5\) nm. The terms are

\[
\frac{Ak^2}{4\pi}=\frac{31573\times0.1620^2}{4\pi}=65.94,\qquad
\frac{Pk}{4\pi}=\frac{639.5\times0.1620}{4\pi}=8.24 .
\]

The two-term count is 57.70. The shortest chord through the centre is \(1.88R\), and the shortest closed back-and-forth path, which must meet the wall at right angles, is close to twice that, \(\ell\approx380\) nm. Hence \(w=0.0080\) nm\(^{-1}\) gives \(w\ell\approx3\). The window term \(Aw^2/4\pi\) adds 0.16 and \(C\) adds 0.17, for a total of 58.03. The levels from grids of 2 and 4 nm, extrapolated as above, give a smoothed count of 58.03 as well. Without the two small terms the comparison would miss by 0.33 modes.

At 2 nm the predicted grid excess is \(65.94\times(0.324)^2/16=0.43\) modes. To bring it down to about 0.1 on a single grid, \(h\) must fall to \(2\sqrt{0.1/0.43}\approx1\) nm, with four times as many nodes.

The unsmoothed count is 58, so \(G=58\times77.48\ \mu\text{S}=4.49\) mS. Its closeness to the smooth value belongs to this energy: the last open threshold lies at 19.81 meV and the next at 20.25 meV, where the staircase jumps while the smooth curve does not. At 4 K, weighting each threshold with its Fermi function gives 57.8 modes.

## When the hard wall is the larger error

A finite wall of height \(V\), with the same mass outside, lets the wave penetrate. For normal wavenumber \(q\) the outside decay rate is \(\sqrt{v^2-q^2}\), where \(v=\sqrt{2mV}/\hbar\). Matching value and slope gives an extra phase \(\varphi\) with \(\tan\varphi=q/\sqrt{v^2-q^2}\), so \(\varphi=\arcsin(q/v)\). Each wall adds \(\varphi/\pi\) states for each wavenumber \(p\) along it, and there are \(P\,dp/2\pi\) of these. Neglecting curvature,

\[
\Delta N_V=\frac{P}{2\pi^2}\int_{-k}^{k}\arcsin\frac{\sqrt{k^2-p^2}}{v}\,dp .
\]

For \(k\ll v\) the arcsine equals its argument, the integral is \(\pi k^2/2v\), and

\[
\Delta N_V\simeq\frac{Pk}{4\pi}\,\frac kv=\frac{Pk}{4\pi}\sqrt{\frac{E_F}V} .
\]

This is a wall moved outward by \(1/v\). In the opposite limit \(V\to E_F\), at fixed \(k\), put \(p=k\sin a\). The arcsine becomes \(\pi/2-|a|\), the integral is \(2k\), and \(\Delta N_V=Pk/\pi^2\). That is \(4/\pi\) times the hard-wall perimeter term, whose net sign is then reversed. A finer grid cannot repair a wrong wall.

The example lies in the regime of a moderately doped III-V semiconductor nanowire, since its Fermi energy corresponds to a bulk electron density of \(1.4\times10^{17}\) cm\(^{-3}\); the hard wall makes the average in the wire about 15% lower. The count at a sharp Fermi energy applies at low temperature only: at 300 K the thermal energy, 26 meV, exceeds \(E_F\). The following sizes use rough parameters.

- A 0.5 eV wall adds 1.7 modes by the flat-wall formula, a fifth of the perimeter term. Curvature lowers this to about 1.6, because the outward shift also lengthens the perimeter.
- Nonparabolicity, \(k^2\to k^2(1+\alpha E_F)\) with \(\alpha=1\) eV\(^{-1}\), adds 1.2.
- The hard wall repels electrons. The missing density \(2\int\cos(2q_xx)\,d^3q/(2\pi)^3\), integrated over depth, is \(k^2/8\pi\) per wall area. Against a uniform positive background, over a depth \(1/k\) and with relative permittivity 12, this makes an attractive potential of order 10 meV. With the bulk density of modes, lowering the band by that amount in the layer adds about \((Pk/4\pi)(9.7/20)=4\) modes. This is only an order of magnitude, because the wave is weak next to the wall and the potential has to be found self-consistently. The outcome depends on what fixes the surface potential. In a neutral wire the potential draws back all the missing electrons, and the gain is nearer 7 modes, most of the perimeter term. With the surface held at the bulk band edge it is only about 2. Charge trapped on the surface can do much more. With donors at the bulk density above, a surface barrier \(V_s=0.1\) V empties a layer of depth \(\sqrt{2\epsilon V_s/(en)}\approx30\) nm, where \(\epsilon\) is the permittivity and \(n\) the donor density. That is about half of the cross-section. The loss of modes is somewhat smaller, about 40%, because electrons at the Fermi energy reach into the soft edge of the layer and no longer meet a hard wall.
- In a 50 nm channel, tunnelling through closed modes, estimated as \(\sum e^{-2L\sqrt{k_n^2-k^2}}\), adds about 0.3 at this Fermi energy if the channel ends do not reflect. The sum depends on the distance to the next threshold: between 19 and 21 meV it ranges from 0.2 to above 1, with a mean near 0.5. Abrupt ends reflect modes that are barely open, and this can cost more than tunnelling adds.
- A mobility \(\mu=10^4\) cm\(^2\)/Vs means a mean free path \(l=\hbar k\mu/e=107\) nm. The diffusive conductance is \(e^2k^2lA/(3\pi^2\hbar L)\) and the ballistic area term is \(e^2k^2A/(4\pi^2\hbar)\). Adding the two resistances, an interpolation good to a few per cent for isotropic scattering and side walls that reflect like mirrors, reduces \(G\) by the factor \(1/(1+3L/4l)=0.74\), to about 3.3 mS (at this \(L/l\) the interpolation is about 3% too high, so 3.2 mS is closer). Rough side walls, which send electrons back, lower it further.

Scattering thus moves the conductance by more than the whole perimeter term, and electrostatics may move the count by an amount comparable with that term, or by about three times as much if the surface is depleted as in the estimate above. For such a device a grid error of a few tenths of a mode is harmless, and effort is better spent on the potential and the disorder. A tighter \(h\) is justified when the hard-wall model itself is the object, or when single thresholds must be placed: at 2 nm the average level shift \((kh)^2E_F/16\approx0.13\) meV is already a noticeable part of the 0.44 meV gap found above.
